# Why electron impact frees fluorine from NF3 more readily than from CF4

**Question.** NF$_3$ and CF$_4$ both supply fluorine in plasma cleaning and etching. Under the same electron temperature and density, why does NF$_3$ lose its first fluorine more readily? Is its weaker first bond a sufficient explanation, and how much does the difference matter for the rate?

**Answer.**

### What an electron has to pay for

The first bond energy is the energy needed to separate a molecule XF into its ground-state radical X and a fluorine atom:

$$D=E(\mathrm X)+E(\mathrm F)-E(\mathrm{XF}).$$

Here X is NF$_2$ or CF$_3$. Apart from a small zero-point correction, no neutral dissociation starting from the ground state can cost less than $D$, because energy must be conserved. But $D$ says nothing about how a collision delivers the energy.

An electron is thousands of times lighter than a nucleus. In a direct elastic impact it therefore passes on only a small fraction of its energy to nuclear motion. A more effective route is to excite the electrons of the molecule; capture of the incident electron is a second route, treated later. The nuclei hardly move during that excitation, so the molecule arrives on the upper energy surface with its old bond lengths. The cost is the vertical energy

$$E^*=E_{\text{excited}}(\text{ground geometry})-E_{\text{ground}}(\text{ground geometry}).$$

If the upper surface runs downhill towards X + F, the molecule then breaks. I take the triplet with the lowest Hartree–Fock energy found as the onset of this channel. It has a natural connection to the products: X and F each carry one unpaired electron, and two such spins can combine to a triplet. An incident electron can reach the triplet from the singlet ground state by exchange.

It is useful to write

$$E^*=D+R,$$

which defines $R$ as the energy of the freshly excited molecule above the separated ground-state fragments. After dissociation, $R$ appears as motion and internal energy of the fragments. It is paid by the electron although the bond itself does not require it. For the two gases,

$$\Delta E^*=\Delta D+\Delta R,\qquad \Delta Q\equiv Q_{\mathrm{CF_4}}-Q_{\mathrm{NF_3}}.$$

The bond energy thus explains one part of the threshold difference, and the shape of the excited surface supplies the other.

### The calculated energies

The energies below come from second-order perturbation theory (MP2) on unrestricted Hartree–Fock states, with the 6-31+G(d) basis, density fitting and frozen 1s cores. They are electronic energies, without zero-point vibration. A second treatment evaluates the PBE0 functional on the same Hartree–Fock densities.

| Energy (eV) | NF$_3$ | CF$_4$ | Difference |
|---|---:|---:|---:|
| $D$, MP2 | 2.56 | 5.64 | 3.08 |
| $E^*$, MP2 | 7.31 | 12.64 | 5.33 |
| $R=E^*-D$, MP2 | 4.75 | 6.99 | 2.25 |
| $D$, PBE0 | 2.40 | 5.48 | 3.08 |
| $E^*$, PBE0 | 6.98 | 12.22 | 5.25 |

The last digits of differences reflect rounding. The two methods differ by up to 0.42 eV in a single threshold, but by only 0.08 eV in the threshold gap. They share a basis, geometries and densities, so this agreement does not measure the full error. They also share the choice of triplet: two starting guesses were tried and the lower Hartree–Fock energy was kept, so another solution with a somewhat lower MP2 energy can exist. The choice matters: in NF$_3$ a second triplet solution lies at 8.32 eV, about 1 eV above the one used. Going to the aug-cc-pVDZ basis lowers the CF$_4$ threshold by 0.04 eV and this second NF$_3$ solution by 0.02 eV, so the second decimal is not converged; the 7.31 eV state and the bond energies were not tested in a larger basis. A shift of 0.3 eV in one threshold would change the corresponding model rate at $T_e=3$ eV by about 10%.

The geometries are inputs. Lengthening all bonds of any of the four polyatomic species by 0.02 Å changes its energy by at most 0.019 eV in magnitude. Shortening them by the same amount costs more, up to about 0.07 eV in CF$_4$. A bond-length error of this size therefore changes $D$ by less than 0.1 eV. The vertical energy can be more sensitive. The average slopes over the 0.7 Å stretch described below would give about 0.12 eV in NF$_3$ and 0.18 eV in CF$_4$ for 0.02 Å in one bond, but they are not the slopes at the starting geometry. Shortening all bonds together by 0.02 Å raises $E^*$ by only 0.09 eV in CF$_4$, and by 0.40 eV for the 8.32 eV triplet of NF$_3$; the shift of the 7.31 eV state was not calculated. The angles were not varied.

Is the triplet really able to release fluorine? With one bond stretched by 0.7 Å, its energy above the ground-state minimum falls from 7.31 to 3.01 eV in NF$_3$, and from 12.64 to 6.51 eV in CF$_4$. The stretched molecules lie only 0.45 and 0.87 eV above their respective fragments. The end point is therefore strongly downhill in both cases. Two points on a surface do not exclude a barrier between them, and they need not share the same orbital configuration; in CF$_4$ the triplet starts out much flatter along the symmetric stretch than the average slope suggests.

The orbitals give a clue to the different thresholds. The highest occupied Hartree–Fock orbital of NF$_3$ lies at $-15.47$ eV, and 52% of it sits on nitrogen in a Löwdin analysis. This is the region of the nitrogen lone pair. In CF$_4$ the corresponding orbital lies at $-18.75$ eV and has no carbon share to three decimals: it belongs to fluorine lone pairs. The most easily removed electrons of NF$_3$ are thus less tightly held. This points in the same direction as $\Delta E^*$, but it is not a decomposition of it, since an excitation also depends on the orbital that receives the electron and on the attraction to the hole left behind.

Why the N–F bond itself is weak is a separate matter. Repulsion between lone pairs on neighbouring nitrogen and fluorine atoms is a plausible contribution, but the energies above do not isolate it, so I leave it as a conjecture.

### From threshold to rate

Let $\varepsilon$ be the electron energy, $m$ the electron mass and $T_e$ the electron temperature in energy units. The rate coefficient is the average of cross section times speed:

$$k=\int_{E^*}^{\infty}\sigma(\varepsilon)\,v(\varepsilon)\,f(\varepsilon)\,d\varepsilon,\qquad v=\sqrt{\frac{2\varepsilon}{m}}.$$

For a Maxwellian electron gas the normalized energy distribution is

$$f(\varepsilon)=\frac{2}{\sqrt\pi}\,T_e^{-3/2}\sqrt{\varepsilon}\;e^{-\varepsilon/T_e}.$$

Multiplying by $v$ joins the two square roots:

$$v f=\sqrt{\frac{8}{\pi m}}\;T_e^{-3/2}\,\varepsilon\,e^{-\varepsilon/T_e}
=\bar v\,\frac{\varepsilon}{T_e^2}\,e^{-\varepsilon/T_e},\qquad
\bar v=\sqrt{\frac{8T_e}{\pi m}}.$$

Here $\bar v$ is the mean speed. If $T_e$ is entered in eV, it must be multiplied by the elementary charge inside the root.

A simple cross section that vanishes at threshold and then levels off is

$$\sigma(\varepsilon)=\sigma_0\left(1-\frac{E^*}{\varepsilon}\right),\qquad \varepsilon>E^*.$$

This is a model, not a calculated cross section. Its factor $1/\varepsilon$ cancels the $\varepsilon$ in $vf$:

$$k=\frac{\sigma_0\bar v}{T_e^2}\int_{E^*}^{\infty}(\varepsilon-E^*)e^{-\varepsilon/T_e}\,d\varepsilon.$$

Set $x=\varepsilon-E^*$. The constant part of the exponential comes out, and the remaining integral is elementary:

$$k=\frac{\sigma_0\bar v}{T_e^2}\,e^{-E^*/T_e}\int_0^\infty x\,e^{-x/T_e}\,dx
=\frac{\sigma_0\bar v}{T_e^2}\,e^{-E^*/T_e}\,T_e^2,$$

so that

$$\boxed{k=\sigma_0\,\bar v\,e^{-E^*/T_e}}.$$

If both gases have the same $\sigma_0$ and the same $T_e$, the prefactors cancel in the ratio:

$$\frac{k_{\mathrm{NF_3}}}{k_{\mathrm{CF_4}}}=e^{\Delta E^*/T_e}
=e^{\Delta D/T_e}\,e^{\Delta R/T_e}.$$

The sensitivities follow from $\ln k=\text{constant}+\tfrac12\ln T_e-E^*/T_e$:

$$\frac{\partial\ln k}{\partial E^*}=-\frac1{T_e},\qquad
\frac{\partial\ln k}{\partial\ln T_e}=\frac12+\frac{E^*}{T_e}.$$

The term $\tfrac12$ comes from the mean speed. The second term comes from the exponential factor, and it is larger for the gas with the higher threshold. In this model the NF$_3$ advantage therefore shrinks as the electrons become hotter. For $T_e\gg\Delta E^*$ the ratio tends to one; as the electrons become colder it grows exponentially with $1/T_e$.

The same integral shows how far the threshold picture reaches. The mean excess energy of the electrons that contribute to $k$ is

$$\langle\varepsilon-E^*\rangle=\frac{\int_0^\infty x^2e^{-x/T_e}dx}{\int_0^\infty x\,e^{-x/T_e}dx}=\frac{2T_e^3}{T_e^2}=2T_e.$$

At $T_e=3$ eV this is 6 eV. Electrons well above the onset matter, so higher excited states can contribute, and the decline of a real exchange cross section at high energy can matter too. A common, constant $\sigma_0$ leaves out both effects, and they need not cancel in the ratio of the two gases.

### Neutral dissociation at 3 eV

Take $T_e=3$ eV, an electron density $n_e=10^{11}$ cm$^{-3}$ and $\sigma_0=10^{-16}$ cm$^2$ for both gases. The mean speed is $1.159\times10^8$ cm/s, hence $\sigma_0\bar v=1.159\times10^{-8}$ cm$^3$/s. The rate coefficients are

$$k_{\mathrm{NF_3}}=1.159\times10^{-8}\,e^{-7.31/3}=1.01\times10^{-9}\ \mathrm{cm^3/s},$$

$$k_{\mathrm{CF_4}}=1.159\times10^{-8}\,e^{-12.64/3}=1.72\times10^{-10}\ \mathrm{cm^3/s}.$$

Their ratio is 5.9. The bond part contributes $e^{3.08/3}=2.8$, and the excess part contributes $e^{2.25/3}=2.1$. Stopping at the bond energies would miss the second factor.

It would also spoil the absolute rates. Putting $D$ in place of $E^*$ multiplies $k$ by $e^{R/T_e}$, which is 4.9 for NF$_3$ and 10.3 for CF$_4$. The error is larger for CF$_4$ because its $R$ is larger.

The mean time to neutral dissociation for a molecule that stays in this electron gas is $1/(n_ek)$: 9.9 ms for NF$_3$ and 58 ms for CF$_4$. These times scale inversely with both $n_e$ and $\sigma_0$.

A change of temperature shows the threshold effect directly:

| $T_e$ (eV) | $k_{\mathrm{NF_3}}$ (cm$^3$/s) | $k_{\mathrm{CF_4}}$ (cm$^3$/s) | Ratio |
|---:|---:|---:|---:|
| 2 | $2.45\times10^{-10}$ | $1.71\times10^{-11}$ | 14 |
| 3 | $1.01\times10^{-9}$ | $1.72\times10^{-10}$ | 5.9 |
| 5 | $3.47\times10^{-9}$ | $1.19\times10^{-9}$ | 2.9 |

Near 3 eV the logarithmic sensitivities to $T_e$ are 2.9 for NF$_3$ and 4.7 for CF$_4$. Heating the electrons raises both rates, and in relative terms it raises that of CF$_4$ more.

### The second route: attachment

Slow electrons can also release fluorine as a negative ion:

$$e+\mathrm{XF}\rightarrow \mathrm X+\mathrm F^-.$$

To find its energy, first break the bond at cost $D$, then attach the electron to the fluorine atom and recover the electron affinity $A$. The reaction energy is therefore

$$E_{\text{att}}=D-A.$$

With the calculated $A=3.41$ eV,

$$E_{\text{att}}(\mathrm{NF_3})=2.56-3.41=-0.85\ \mathrm{eV},$$

$$E_{\text{att}}(\mathrm{CF_4})=5.64-3.41=2.23\ \mathrm{eV}.$$

The affinity is not converged in this basis: MP2 gives 3.54 eV with aug-cc-pVDZ and 3.64 eV with aug-cc-pVTZ. Both reaction energies are therefore uncertain by at least 0.2 eV, which is too little to change their signs. Here the bond energy acts directly. It puts the two gases on opposite sides of zero: NF$_3$ has no energetic threshold for attachment, while CF$_4$ does. Energy balance alone does not give the rate, however. The electron must first be captured in a temporary negative-ion state, and this resonance decides at which energies attachment is efficient.

Model the resonance as a Gaussian of peak $\sigma_r$, centre $\varepsilon_r$ and standard deviation $w$. If $vf$ changes little across it, $vf$ can be taken at the centre, and the Gaussian area $\sqrt{2\pi}\,\sigma_rw$ remains:

$$k_{\text{att}}\simeq\sqrt{2\pi}\,\sigma_r w\,\bar v\,\frac{\varepsilon_r}{T_e^2}\,e^{-\varepsilon_r/T_e}.$$

For NF$_3$ I use rough values $\sigma_r=2\times10^{-16}$ cm$^2$, $\varepsilon_r=1.7$ eV and $w=0.7$ eV. The formula gives

$$k_{\text{att}}\simeq(3.51\times10^{-16})(1.159\times10^8)\frac{1.7}{9}e^{-1.7/3}
=4.4\times10^{-9}\ \mathrm{cm^3/s}.$$

Direct integration gives $4.06\times10^{-9}$ cm$^3$/s. The difference has a simple origin. For $g=\varepsilon e^{-\varepsilon/T_e}$, the leading relative correction from the finite width is

$$\frac{w^2}{2}\frac{g''}{g}=\frac{w^2}{2}\left(\frac1{T_e^2}-\frac{2}{\varepsilon_rT_e}\right)=-0.07,$$

which accounts for the lower integrated value.

For CF$_4$ the rough values are $1.5\times10^{-18}$ cm$^2$, 7.0 eV and 0.8 eV, and integration gives $2.64\times10^{-11}$ cm$^3$/s. Adding attachment to neutral dissociation yields

$$\frac{1.01\times10^{-9}+4.06\times10^{-9}}{1.72\times10^{-10}+2.64\times10^{-11}}\simeq26.$$

With these inputs, attachment supplies about 80% of the NF$_3$ breakup rate but 13% of the CF$_4$ rate. The value 26 depends on the resonance inputs and is not a prediction from the bond energies alone. It also counts F$^-$ with atomic fluorine. The ion becomes a neutral atom only after it loses its extra electron, for example by detachment or by neutralization with a positive ion.

### What can change the ratio

**Electron distribution.** The same mean energy can belong to a distribution with a weaker tail. A Druyvesteyn distribution has $f\propto\sqrt\varepsilon\,e^{-b\varepsilon^2}$. Its mean energy is $\Gamma(5/4)/[\Gamma(3/4)\sqrt b]$. Setting this equal to $\tfrac32T_e=4.5$ eV gives $b=0.027$ eV$^{-2}$. With the same model cross section,

$$k\propto\int_0^\infty x\,e^{-b(E^*+x)^2}dx
=e^{-bE^{*2}}\int_0^\infty x\,e^{-2bE^*x-bx^2}dx.$$

The first factor now contains the square of the threshold, and the remaining integral also falls as $E^*$ rises. Both effects penalize CF$_4$. Relative to the Maxwellian, the rate falls to 0.54 of its value for NF$_3$ and to 0.083 for CF$_4$, and the neutral ratio rises from 5.9 to 38. This is the largest change found here for the neutral ratio.

**Cross-section scale.** If $\sigma_0$ were 5.9 times larger for CF$_4$ than for NF$_3$, the neutral advantage at 3 eV would vanish. The advantage survives as long as the CF$_4$ scale is less than 5.9 times the NF$_3$ scale.

**Ionization.** The calculated vertical ionization energy of CF$_4$ is 16.12 eV. With the same cross-section form and scale, its ionization rate is $e^{-(16.12-12.64)/3}=0.31$ of the neutral rate. If every such event also released fluorine, and no ionization of NF$_3$ were counted, the neutral ratio would fall to $5.9/1.31=4.5$. A larger ionization cross section would raise the term 0.31 in proportion and lower the ratio further.

**Vibration.** Losing three vibrational modes lowers $D$. A rough stretching quantum of 0.12 eV for each gives 0.18 eV, which is an overestimate because some of the modes are softer bending motions. Because the same quantum is used for both gases, the shift cancels in $\Delta D$ in this estimate; the different real frequencies would leave a remainder. Zero-point motion also spreads the vertical threshold. For a Gaussian spread $s$, averaging $e^{-E^*/T_e}$ multiplies the rate by $e^{s^2/2T_e^2}$. With the average triplet slope over the 0.7 Å stretch, applied to each bond independently, this factor is 1.01 for NF$_3$ and 1.04 for CF$_4$. The factor depends on the initial slope rather than the average one. For CF$_4$, the slope found by shortening all bonds together, shared equally among them, gives only 1.001.

**Electronic-structure method.** The PBE0 thresholds give a neutral ratio of 5.75 instead of 5.9, a much smaller change than that from the electron distribution. The choice of state matters more: if the 8.32 eV triplet of NF$_3$ set the onset, the ratio would be 4.2 and the excess factor 1.5 instead of 2.1.

### Reading the result for a real plasma source

An electron temperature of a few eV and a density near $10^{11}$ cm$^{-3}$ are rough typical values for a low-pressure processing discharge; dense remote cleaning sources can have more electrons. The comparison holds $T_e$, $n_e$ and the distribution shape fixed when the gas is changed. A real source does not. Attachment in NF$_3$ removes electrons, and the discharge must adjust to replace them. The distribution need not be Maxwellian either, and the example above shows that this alone can move the neutral ratio by a factor of 6.5.

The calculation also stops at the first fluorine. The density of atomic fluorine in a chamber depends further on later bond breaking, recombination, wall losses and gas flow. Within the stated model, the weaker first bond is a real part of the answer, but not a sufficient one: NF$_3$ also needs less excess energy to reach a dissociating state, and its bond is weak enough for attachment to be exothermic. The remaining computed values are in the numerical output below.

## Table of computed values

```
NF3 first bond energy D: MP2 2.56, PBE0 2.40 eV
NF3 vertical triplet E*: MP2 7.31, PBE0 6.98 eV
NF3 excess R = E* - D: 4.75 eV
NF3 triplet after 0.7 A stretch, above ground minimum: 3.01 eV
NF3 highest orbital -15.47 eV, central-atom share 0.521
CF4 first bond energy D: MP2 5.64, PBE0 5.48 eV
CF4 vertical triplet E*: MP2 12.64, PBE0 12.22 eV
CF4 excess R = E* - D: 6.99 eV
CF4 triplet after 0.7 A stretch, above ground minimum: 6.51 eV
CF4 highest orbital -18.75 eV, central-atom share 0.000
NF3 input bond 1.385 A, angle 101.7 deg; energy change for bonds +0.02 A: 0.008 eV
NF2 input bond 1.355 A, angle 103.3 deg; energy change for bonds +0.02 A: -0.003 eV
CF4 input bond 1.330 A, angle 109.5 deg; energy change for bonds +0.02 A: 0.019 eV
CF3 input bond 1.325 A, angle 111.3 deg; energy change for bonds +0.02 A: 0.006 eV
Electron affinity of F, MP2: 3.41 eV
Gap in D: MP2 3.08, PBE0 3.08 eV
Gap in E*: MP2 5.33, PBE0 5.25 eV
Gap in R: 2.25 eV
Inputs: sigma0 1.0e-16 cm2, Te 3.0 eV, ne 1.0e+11 cm-3
Mean electron speed at Te: 1.159e+08 cm/s
Te 2 eV: k NF3 2.45e-10, k CF4 1.71e-11 cm3/s, ratio 14.35
Te 3 eV: k NF3 1.01e-09, k CF4 1.72e-10 cm3/s, ratio 5.91
Te 5 eV: k NF3 3.47e-09, k CF4 1.19e-09 cm3/s, ratio 2.90
Ratio at 3 eV if D were the threshold: 2.79
NF3 attachment energy D - EA: -0.85 eV
NF3 time to neutral dissociation: 9.9 ms
NF3 overstatement of k if D replaces E*: 4.86
NF3 d ln k / d ln Te at 3 eV: 2.94
NF3 rough resonance: 2.0e-16 cm2, 1.7 eV, width 0.7 eV
NF3 attachment rate at 3 eV: 4.06e-09 cm3/s
NF3 Druyvesteyn/Maxwell rate: 0.541
NF3 zero-point spread raises k by factor 1.014
CF4 attachment energy D - EA: 2.23 eV
CF4 time to neutral dissociation: 58.3 ms
CF4 overstatement of k if D replaces E*: 10.29
CF4 d ln k / d ln Te at 3 eV: 4.71
CF4 rough resonance: 1.5e-18 cm2, 7.0 eV, width 0.8 eV
CF4 attachment rate at 3 eV: 2.64e-11 cm3/s
CF4 Druyvesteyn/Maxwell rate: 0.083
CF4 zero-point spread raises k by factor 1.041
NF3/CF4 ratio with attachment: 25.6
NF3/CF4 neutral ratio, Druyvesteyn: 38.5
NF3/CF4 neutral ratio, PBE0 thresholds: 5.75
CF4/NF3 sigma0 ratio that cancels the advantage: 5.91
Rough stretch quantum 0.12 eV; three lost modes: 0.18 eV
CF4 vertical ionization energy, MP2: 16.12 eV
CF4 ionization/neutral rate at equal sigma0: 0.31
```
